\section*{Why a 90 nm oxide makes graphene visible in green light}

\section*{The sheet and its signal}

\textbf{Q.} I put graphene flakes on two silicon wafers and look at them through a green filter. On the wafer with 90 nm of oxide I find the monolayers at once. On the wafer without oxide I can hardly find them. The graphene is the same, so what differs?

\textbf{A.} The electric field that the light sets up at the plane of the graphene differs, and so does the background you compare with. To see how much each matters, we need the reflectance $R$ with graphene and $R_0$ without it. I define the contrast as
\begin{equation}
C=\frac{R_0-R}{R_0},
\end{equation}
so a positive $C$ means that graphene looks darker than its surroundings. I take normal incidence, one wavelength $\lambda$, and the time factor $e^{-i\omega t}$.

\textbf{Q.} How do you describe a film one atom thick?

\textbf{A.} As a sheet with surface conductivity $\sigma$, carrying a current $\sigma E$ per unit width. Its dimensionless strength is $s=Z_0\sigma$, where $Z_0$ is the impedance of free space. Near the Dirac points the Hamiltonian is $v\,\boldsymbol\sigma\cdot\mathbf p$, where $\boldsymbol\sigma$ holds the Pauli matrices. A field $\mathcal E\cos\omega t$ along $x$ has the vector potential $-(\mathcal E/\omega)\sin\omega t$. It adds a perturbation whose absorbing part has amplitude $ev\mathcal E/2\omega$, times $\sigma_x$.

For a wave vector at angle $\theta$, the valence and conduction spinors are $(1,\mp e^{i\theta})/\sqrt2$. The squared matrix element of $\sigma_x$ between them is $\sin^2\theta$, with average $1/2$. With two spins and two valleys, the density of vertical transitions per unit area and energy is
\begin{equation}
g=4\int\!\frac{d^2k}{(2\pi)^2}\,\delta(\hbar\omega-2\hbar vk)
=\frac{4}{2\pi}\,\frac{k}{2\hbar v}\bigg|_{k=\omega/2v}=\frac{\omega}{2\pi\hbar v^2}.
\end{equation}
If the valence states are full and the conduction states empty, the golden rule gives the absorbed power per area,
\begin{equation}
P=\hbar\omega\,\frac{2\pi}{\hbar}\left(\frac{ev\mathcal E}{2\omega}\right)^{2}\frac12\,
\frac{\omega}{2\pi\hbar v^2}=\frac{e^2\mathcal E^2}{8\hbar}.
\end{equation}
This must equal $\tfrac12\sigma\mathcal E^2$. Hence $\sigma=e^2/4\hbar$: the velocity has cancelled. Since the fine-structure constant is $\alpha=Z_0e^2/4\pi\hbar$,
\begin{equation}
s=\pi\alpha=0.0229 .
\end{equation}

\textbf{Q.} That is only two percent. How does it enter the reflection?

\textbf{A.} Let the incident amplitude be 1, let $z$ point down into the wafer, and write $h=Z_0H$. Just above the sheet, $E=1+r$ and $h=1-r$. Just below it, $h=YE$, where $Y$ is the admittance of everything underneath. The electric field is continuous, while the sheet current makes $h$ larger above than below by $sE$. Therefore
\begin{equation}
1-r=(Y+s)(1+r),\qquad r=\frac{1-Y-s}{1+Y+s},\qquad E=\frac{2}{1+Y+s}.
\end{equation}
Without graphene, $r_0=(1-Y)/(1+Y)$ and the field at the same plane is $E_0=1+r_0=2/(1+Y)$. Substituting $1+Y=2/E_0$ gives
\begin{equation}
E=\frac{E_0}{1+sE_0/2},\qquad
\delta r=r-r_0=E-E_0=-\frac{sE_0^2/2}{1+sE_0/2}.
\label{eq:dr}
\end{equation}

\textbf{Q.} Why is the field squared? We are adding an amplitude, not a power.

\textbf{A.} The field enters twice. First, $E_0$ drives a current, which in units of field is $sE_0$ to leading order. Second, that current radiates above a reflecting stack. Suppose a sheet current $j$, in the same units, is the only source. The upward wave above it has $E=a$ and $h=-a$, and the condition at the sheet reads $-a=Ya+j$. So
\begin{equation}
a=-\frac{j}{1+Y}=-\frac{E_0}{2}\,j .
\end{equation}
A plane where incoming light makes a weak field is also a plane from which a current radiates weakly. With $j=sE_0$ we recover $\delta r=-sE_0^2/2$.

What you see is the interference of this small wave with the background reflection:
\begin{equation}
R-R_0=2\,\mathrm{Re}(r_0^*\,\delta r)+|\delta r|^2\simeq-\mathrm{Re}(s\,r_0^*E_0^2).
\end{equation}
Dividing by $-R_0=-r_0r_0^*$ gives
\begin{equation}
C\simeq\mathrm{Re}\,\frac{sE_0^2}{r_0}.
\label{eq:C}
\end{equation}
For real $s$ and $r_0=|r_0|e^{i\varphi}$ this is
\begin{equation}
C\simeq s\,\frac{|E_0|^2}{|r_0|}\cos(2\arg E_0-\varphi).
\label{eq:factors}
\end{equation}

\section*{Without and with the oxide}

\textbf{Q.} What does this give for bare silicon?

\textbf{A.} Take $\lambda=550$ nm and a rough silicon index $n_2=4.08+0.03i$. Now $Y=n_2$, so $r_0\approx-0.606$: the reflected field nearly opposes the incident one. What remains is $E_0\approx0.394$, or $|E_0|^2=0.155$. This is the minimum of the standing wave in the air, whose maximum is $(1+|r_0|)^2=2.58$. Equation~\eqref{eq:C} gives
\begin{equation}
C\simeq0.0229\times(-0.256)=-0.0059 .
\end{equation}
Graphene is about $0.6\,\%$ brighter than the silicon around it.

\textbf{Q.} And how does the oxide lift the field?

\textbf{A.} It holds the graphene away from the silicon surface. Put $z=0$ at that surface, where the field is $E_{\rm s}$. In oxide of index $n_1$ and wave number $k_1=2\pi n_1/\lambda$, let the downward and upward waves have amplitudes $a$ and $b$. Continuity requires $a+b=E_{\rm s}$ and $n_1(a-b)=n_2E_{\rm s}$. At the top of the oxide, $z=-d$, with $\beta=k_1d$,
\begin{align}
E_0&=ae^{-i\beta}+be^{i\beta}=E_{\rm s}\left(\cos\beta-i\frac{n_2}{n_1}\sin\beta\right),\\
h&=n_1(ae^{-i\beta}-be^{i\beta})=E_{\rm s}\,(n_2\cos\beta-in_1\sin\beta).
\end{align}
Neglecting the small absorption in silicon,
\begin{equation}
\frac{|E_0|^2}{|E_{\rm s}|^2}=\cos^2\beta+\frac{n_2^2}{n_1^2}\sin^2\beta .
\end{equation}
Because $n_2>n_1$, the field is weakest at the silicon and strongest a quarter wave above it, at $d=\lambda/4n_1$. For $n_1=1.46$ that is 94 nm, so 90 nm is close.

The ratio $h/E_0$ gives the admittance,
\begin{equation}
Y=n_1\,\frac{n_2-in_1\tan\beta}{n_1-in_2\tan\beta}.
\end{equation}
At a quarter wave $Y=n_1^2/n_2\approx0.52$. This is below 1, so $r_0$ has become positive and the reflected field now adds to the incident one. At 90 nm the numbers are $r_0=0.308-0.073i$ and $|E_0|^2=1.72$, which is $99\,\%$ of the antinode value 1.73. Then
\begin{equation}
C\simeq0.0229\times5.38=0.123 .
\end{equation}
Keeping all orders in $s$ gives $11.8\,\%$. Graphene is now clearly darker than its surroundings.

\textbf{Q.} Would more oxide be better still?

\textbf{A.} Hardly. In this model the best contrast, $12.0\,\%$, lies at 94 nm, and $C$ exceeds $5\,\%$ from 64 to 124 nm. At a half wave, 188 nm, $\tan\beta=0$ and $Y=n_2$: the wafer reflects as if it had no oxide, and the contrast is back at $-0.58\,\%$. Since $\tan\beta$ repeats every half wave, the next favourable thickness at normal incidence is near $94+188=282$ nm. Oblique light gains less phase in the oxide, so an objective of large aperture shifts both optima upward. For a numerical aperture of 0.8 they lie near 102 nm ($11.5\,\%$) and 306 nm ($9.2\,\%$). These positions hold for real $s$. With the complex $s$ of the rough optical index used below, they move down by 6 to 8 nm: to 88 and 276 nm at normal incidence, and to 95 and 298 nm at an aperture of 0.8.

\section*{Field or background?}

\textbf{Q.} The oxidized wafer is also darker. Perhaps I just see a small change better on a dim background?

\textbf{A.} That is part of it. The bare reflectance falls from $36.8\,\%$ to $10.0\,\%$. In \eqref{eq:factors}, $|E_0|^2$ grows by a factor 11.1 and $1/|r_0|$ by 1.9. Together they raise the size of the contrast about 21 times, and the cosine changes from $-1$ to $0.99$, which reverses its sign. The field is the larger factor.

Two comparisons at fixed background brightness show the role of the phase:
\begin{itemize}
\item Hold graphene a quarter wave, 137.5 nm, above bare silicon in air. $R_0$ stays at $36.8\,\%$, but $|E_0|^2$ rises from 0.155 to 2.58, and the contrast goes from $-0.58\,\%$ to $+9.4\,\%$.
\item Lay graphene on a plain dielectric of index 1.93, which reflects $10.0\,\%$, like the oxidized wafer. There $|E_0|^2$ is only 0.47 and the contrast is $-3.4\,\%$, against $+11.8\,\%$ on the oxide.
\end{itemize}
A dim background alone does not make graphene look dark.

\textbf{Q.} So at the antinode graphene absorbs more, and the absorbed light is missing from the reflection?

\textbf{A.} It does absorb more, but the two amounts are not equal. The absorbed fraction of the incident power is $s|E|^2$. The flux into the silicon is proportional to the square of the field at the sheet, so by \eqref{eq:dr} graphene multiplies it by $1/|1+sE_0/2|^2$. In percent of the incident power:
\begin{center}
\begin{tabular}{lrr}
 & no oxide & 90 nm oxide\\
absorbed in graphene & $0.35$ & $3.82$\\
change of flux into silicon & $-0.57$ & $-2.64$\\
change of reflectance & $+0.21$ & $-1.18$
\end{tabular}
\end{center}
Each column sums to zero within rounding. On the oxide, most of the absorbed power is taken from light that would have entered the silicon. On bare silicon, the silicon loses more than graphene absorbs, and the difference is reflected.

The sign follows for real $r_0$ and small $s$. The flux into silicon falls by $sE_0(1-r_0^2)=sE_0^2(1-r_0)$, while graphene absorbs $sE_0^2$. The reflectance therefore changes by $-s\,r_0E_0^2$, a gain when $r_0$ is negative and a loss when it is positive.

\section*{Limits of the model and the real wafer}

\textbf{Q.} Formula \eqref{eq:C} has $r_0$ in the denominator. Could I make the contrast as large as I like with a better antireflection layer?

\textbf{A.} Not by that formula. It requires $|sE_0^2/2|\ll|r_0|$. At 90 nm the two sides are 0.020 and 0.316, and the first-order contrast is too high by about $5\,\%$ of the full value. If $r_0$ vanished, then $E_0=1$ and \eqref{eq:dr} would leave $R\simeq s^2/4$ on a black background. Graphene would be the brighter object, and a contrast relative to $R_0$ would lose its meaning. A positive $C$ cannot exceed $100\,\%$. It comes close where $\delta r$ nearly cancels a small $r_0$: at normal incidence and this one wavelength, a layer of index 1.996 and thickness 68.7 nm gives more than $99\,\%$, but on an almost black background.

\textbf{Q.} How far should I trust $11.8\,\%$ for my microscope?

\textbf{A.} As a value good to a few percentage points. The indices above are rough typical values. Changing one thing at a time at 90 nm gives these contrasts:
\begin{itemize}
\item An objective of numerical aperture 0.8, filled evenly with unpolarized light, gives $9.9\,\%$; an aperture of 0.5 gives $11.3\,\%$.
\item A filter passing 520--580 nm evenly, with fixed indices, gives $11.7\,\%$.
\item An oxide of 85 nm gives $10.8\,\%$, and one of 95 nm gives $12.0\,\%$.
\item The Dirac cone is a low-energy approximation. Nearest-neighbour tight-binding bands with a hopping of 2.7 eV raise $\sigma$ by $9\,\%$ at the photon energy of 2.25 eV, and $C$ to $12.8\,\%$.
\item A rough optical index of $2.6+1.3i$ for a film 0.335 nm thick corresponds to $s=0.026-0.016i$ and gives $14.1\,\%$. The imaginary part contributes because 90 nm is not quite a quarter wave, so $E_0^2/r_0$ is not quite real.
\end{itemize}
The last two changes overlap, since both alter the graphene response, and must not be added. I have not computed the interaction between the excited electron and hole; it changes $s$. While $s$ stays real, $C$ follows nearly in proportion; a change in its imaginary part also shifts $C$ at 90 nm, as in the last item above.

Other effects are small here. With a Fermi energy of 0.2 eV at 300 K, the final states of the green transition are empty to about $3\times10^{-16}$. The intensity of green light in silicon falls by a factor $e$ in about $1.5\ \mu$m, so practically nothing returns from the back of a wafer hundreds of micrometres thick.

\textbf{Q.} My wafer ``without oxide'' surely has a native one. Does that rescue the contrast?

\textbf{A.} No. Two nanometres of oxide leave it at $-0.58\,\%$, and with the rough optical index bare silicon gives $-0.65\,\%$. If the eye needs a contrast of a few percent, which is a rough figure, such a flake is nearly invisible, while the one on 90 nm of oxide stands out under each of the changes listed above. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
wavelength 550 nm, photon energy 2.254 eV
index: oxide 1.46, silicon 4.08 + 0.03i (rough)
graphene sheet s = pi*alpha = 0.02293
--- oxide 0 nm
r0 = -0.6063 -0.0023i, |r0| = 0.6063
bare reflectance R0 = 36.76 %
E0 = 0.3937 -0.0023i
|E0|^2 at graphene plane = 0.1550
|E|^2 at silicon surface = 0.1550
antinode value (1+|r0|)^2 = 2.5803
E0^2/r0 = -0.2556 +0.0040i
phase factor = -0.9999
contrast: first order -0.586 %, full -0.584 %
absorbed in graphene 0.352 % of incident
change of R +0.215 % of incident
change of flux into silicon -0.567 % of incident
--- oxide 90 nm
r0 = 0.3079 -0.0729i, |r0| = 0.3164
bare reflectance R0 = 10.01 %
E0 = 1.3079 -0.0729i
|E0|^2 at graphene plane = 1.7159
|E|^2 at silicon surface = 0.2206
antinode value (1+|r0|)^2 = 1.7329
E0^2/r0 = 5.3835 +0.6552i
phase factor = 0.9927
contrast: first order 12.342 %, full 11.783 %
absorbed in graphene 3.818 % of incident
change of R -1.180 % of incident
change of flux into silicon -2.639 % of incident
--- causes and thickness
gain from field |E0|^2: 11.07; from 1/|r0|: 1.92
graphene 137.5 nm above bare Si: contrast 9.35 %
  |E0|^2 there = 2.580, R0 = 36.76 %
on plain dielectric n = 1.926: contrast -3.39 %
  |E0|^2 there = 0.467, R0 = 10.01 %
quarter-wave oxide 94.2 nm, best found 94.0 nm
best contrast 12.04 %
contrast above 5 % for oxide 64 to 124 nm
half-wave oxide 188.4 nm: contrast -0.584 %
--- neglected effects (90 nm oxide unless stated)
tight-binding sigma/(e^2/4hbar) at 0.81 eV: 1.011
  at 2.254 eV with hopping 2.7 eV: 1.087
  contrast with that green sigma: 12.75 %
blocking at E_F = 0.2 eV, 300 K: 2.7e-16
film 0.335 nm thick, same s: contrast 11.79 %
rough index 2.6+1.3i: s = 0.0259 -0.0156i
  contrast 14.12 %; without oxide -0.65 %
aperture NA 0.5: contrast 11.31 %
aperture NA 0.8: contrast 9.88 %
band 520-580 nm: contrast 11.67 %
oxide 85 nm: 10.84 %, 95 nm: 12.02 %
native oxide 2 nm only: contrast -0.580 %
absorption depth in silicon 1.46 um
\end{verbatim}
